# Transport and quantum lifetimes for a remote donor sheet

In a modulation-doped heterostructure the electrons move in a plane at an interface, while the donors that supplied them sit in a separate layer some distance away. The ionized donors still scatter the electrons, but their potential arrives smoothed by the spacer. A smooth potential deflects a fast electron through small angles, so many scattering events are needed to destroy a current. How long does the current live, and how does this time compare with the time between scattering events?

## Setting and result

The electron gas has zero thickness, zero temperature, one parabolic band of mass $m$, spin degeneracy 2 and one valley. Its density $n$ fixes the Fermi wavenumber $k_F=\sqrt{2\pi n}$ and the Fermi velocity $v=\hbar k_F/m$. Donors of charge $+e$ lie in a parallel plane at distance $d$, with areal density $n_i$ and independent, uniformly distributed positions. The dielectric constant $\kappa$ is the same everywhere. Units are Gaussian, electrons have charge $-e$, and $V$ denotes the potential energy of an electron. Transforms are $V(q)=\int d^2r\,V(\mathbf r)e^{-i\mathbf q\cdot\mathbf r}$. Screening is linear and static, in the random-phase approximation, and scattering is treated by the golden rule.

The quantum lifetime $\tau_q$ is the inverse of the total scattering rate. The transport lifetime $\tau_{tr}$ is the relaxation time of the current. Define

$$q_{TF}=\frac{2me^2}{\kappa\hbar^2}.$$

**Theorem.** In the joint limit $k_Fd\gg1$ and $q_{TF}d\gg1$, to leading order,

$$\frac1{\tau_{tr}}=\frac{\pi\hbar n_i}{8mk_F^3d^3},\qquad \frac1{\tau_q}=\frac{\pi\hbar n_i}{2mk_Fd},\qquad \frac{\tau_{tr}}{\tau_q}=(2k_Fd)^2 .$$

## The screened donor

**Lemma 1.** The bare energy $U(r)=-e^2/(\kappa\sqrt{r^2+d^2})$ has the transform $U(q)=-(2\pi e^2/\kappa q)\,e^{-qd}$.

*Proof.* Let $z$ be the height above the donor plane. Poisson's equation for the electric potential of one donor, transformed in the plane, is

$$(\partial_z^2-q^2)\phi(q,z)=-\frac{4\pi e}{\kappa}\delta(z).$$

The decaying solution is $\phi=Ae^{-q|z|}$. Its slope jumps by $-2qA$ at $z=0$, which must equal $-4\pi e/\kappa$, so $A=2\pi e/(\kappa q)$. Setting $z=d$ and multiplying by $-e$ gives $U(q)$. $\square$

**Lemma 2.** A weak static potential energy $V(q)$ induces the electron density $\delta n(q)=-\Pi V(q)$, with $\Pi=m/(\pi\hbar^2)$ for $0<q\le2k_F$.

*Proof.* To first order, the state $e^{i\mathbf k\cdot\mathbf r}$ acquires admixtures of $\mathbf k\pm\mathbf q$ with energy denominators $E_k-E_{\mathbf k\pm\mathbf q}$. Both contribute to the density component at $\mathbf q$, because $V$ is real. Reversing $\mathbf k$ in one term makes the two contributions equal after summation over the Fermi disk. With two spins,

$$\Pi(q)=4\,\mathrm P\!\!\int_{k<k_F}\frac{d^2k}{(2\pi)^2}\,\frac{1}{E_{\mathbf k+\mathbf q}-E_k},\qquad E_{\mathbf k+\mathbf q}-E_k=\frac{\hbar^2}{2m}(q^2+2kq\cos\varphi).$$

The principal value, P, is right because admixtures between two occupied states cancel in pairs. For the angular integral put $a=q^2$, $b=2kq$ and $t=\tan(\varphi/2)$:

$$\mathrm P\!\!\int_{-\pi}^{\pi}\frac{d\varphi}{a+b\cos\varphi}=\mathrm P\!\!\int_{-\infty}^{\infty}\frac{2\,dt}{(a+b)+(a-b)t^2}.$$

If $a>b$, this is $2\pi/\sqrt{a^2-b^2}$. If $a<b$, the integrand is proportional to $1/(t_0^2-t^2)$, with antiderivative $(2t_0)^{-1}\ln|(t_0+t)/(t_0-t)|$. This vanishes at both infinities, and the logarithms cancel across each pole, so the principal value is zero. Hence only $k<q/2$ contributes, a region inside the Fermi disk when $q\le2k_F$:

$$\Pi=\frac{4}{4\pi^2}\,\frac{2m}{\hbar^2}\int_0^{q/2}\frac{2\pi k\,dk}{q\sqrt{q^2-4k^2}}
=\frac{4m}{\pi\hbar^2q}\left[-\frac{\sqrt{q^2-4k^2}}4\right]_0^{q/2}=\frac{m}{\pi\hbar^2}.\qquad\square$$

Elastic scattering on the Fermi circle transfers at most $2k_F$, so this constant covers every rate below.

**Lemma 3.** For $0<q\le2k_F$ the screened energy of one donor is

$$V(q)=-\frac{2\pi e^2}{\kappa}\frac{e^{-qd}}{q+q_{TF}}
=-\frac{\pi\hbar^2}{m}\,\frac{q_{TF}}{q+q_{TF}}\,e^{-qd}.$$

*Proof.* The induced electrons repel an electron with energy $(2\pi e^2/\kappa q)\,\delta n(q)$. The total potential energy therefore satisfies

$$V=U-\frac{2\pi e^2}{\kappa q}\Pi V,\qquad\text{so}\qquad V=\frac{U}{1+q_{TF}/q},$$

because $2\pi e^2\Pi/\kappa=2me^2/(\kappa\hbar^2)=q_{TF}$. Inserting $U$ gives the first form. The second follows from $2\pi e^2/(\kappa q_{TF})=1/\Pi=\pi\hbar^2/m$. $\square$

For $q\ll q_{TF}$ the amplitude is $\pi\hbar^2/m$, the inverse density of states. The charge and the dielectric constant have cancelled: a stronger bare interaction is screened in the same proportion. The spacer contributes $e^{-qd}$, which restricts the useful transfers to $q$ of order $1/d$.

## The two rates

**Lemma 4.** With $q=2k_F|\sin(\theta/2)|$,

$$\frac1{\tau_q}=\frac{n_im}{2\pi\hbar^3}\int_{-\pi}^{\pi}|V(q)|^2d\theta,\qquad
\frac1{\tau_{tr}}=\frac{n_im}{2\pi\hbar^3}\int_{-\pi}^{\pi}|V(q)|^2(1-\cos\theta)\,d\theta .$$

*Proof.* In an area $\mathcal A$ with $N=n_i\mathcal A$ donors at $\mathbf R_j$, the matrix element from $\mathbf k$ to $\mathbf k'=\mathbf k+\mathbf q$ is $\mathcal A^{-1}V(q)\sum_je^{-i\mathbf q\cdot\mathbf R_j}$. In the average of its squared modulus, the $N$ diagonal terms give 1 each. The cross terms factor into averages of single phases, which vanish for $\mathbf q\ne0$. The transition rate is thus

$$W_{\mathbf k\mathbf k'}=\frac{2\pi}{\hbar}\frac{n_i}{\mathcal A}|V(q)|^2\delta(E_k-E_{k'}).$$

Spin is conserved, so $\sum_{\mathbf k'}\to\mathcal A\int k'dk'\,d\theta/(2\pi)^2$, and $k'dk'=m\,dE'/\hbar^2$. The energy integral removes the delta function. The prefactor becomes $(2\pi/\hbar)n_im/(4\pi^2\hbar^2)=n_im/(2\pi\hbar^3)$, which proves the first formula.

For the current, let a uniform force $\mathbf F$ act and write the occupation as $f_0+g$. The Pauli factors combine as $f(1-f')-f'(1-f)=f-f'$, and $f_0$ drops out because scattering is elastic. To first order in $\mathbf F$ the steady Boltzmann equation reads

$$\mathbf F\cdot\mathbf v_k\,\frac{\partial f_0}{\partial E}=-\sum_{\mathbf k'}W_{\mathbf k\mathbf k'}(g_k-g_{k'}).$$

Try $g=-\tau_{tr}\,\mathbf F\cdot\mathbf v_k\,\partial f_0/\partial E$. If $\mathbf k$ makes the angle $\alpha$ with $\mathbf F$, then $g_k\propto\cos\alpha$ and $g_{k'}\propto\cos\alpha\cos\theta-\sin\alpha\sin\theta$. The term in $\sin\theta$ integrates to zero, since $W$ is even in $\theta$. The right side is $-g_k\sum W(1-\cos\theta)$, and the equation holds if $1/\tau_{tr}=\sum W(1-\cos\theta)$. $\square$

The resulting conductivity is $e^2\Pi(v^2/2)\tau_{tr}=ne^2\tau_{tr}/m$, by $k_F^2=2\pi n$. The mobility is therefore $\mu=e\tau_{tr}/m$.

## Proof of the theorem

Both integrands in Lemma 4 are even in $\theta$, so integrate over $0<\theta<\pi$ and double. Change the variable to $q=2k_F\sin(\theta/2)$. Then

$$d\theta=\frac{dq}{k_F\sqrt{1-q^2/4k_F^2}},\qquad 1-\cos\theta=2\sin^2\frac\theta2=\frac{q^2}{2k_F^2}.$$

Inserting Lemma 3, the prefactor is $(n_im/\pi\hbar^3)(\pi\hbar^2/m)^2=\pi\hbar n_i/m$. With

$$I_p=\int_0^{2k_F}\frac{q^p\,e^{-2qd}}{\sqrt{1-q^2/4k_F^2}}\left(\frac{q_{TF}}{q+q_{TF}}\right)^2dq,$$

the rates are

$$\frac1{\tau_q}=\frac{\pi\hbar n_i}{mk_F}I_0,\qquad \frac1{\tau_{tr}}=\frac{\pi\hbar n_i}{2mk_F^3}I_2 .$$

Nothing has yet been assumed about $k_Fd$ or $q_{TF}d$. Now let both grow. The part of $I_p$ with $q>k_F$ is at most a constant times $k_F^{p+1}e^{-2k_Fd}$. Relative to $d^{-p-1}$ this is $(k_Fd)^{p+1}e^{-2k_Fd}$, which vanishes. For $q<k_F$ put $x=qd$. The inverse square root is at most $2/\sqrt3$ and the screening factor at most 1, and both tend to 1 at fixed $x$. Dominated convergence then allows the limit under the integral:

$$I_p\to\int_0^\infty q^pe^{-2qd}dq=\frac{p!}{(2d)^{p+1}},\qquad I_0\to\frac1{2d},\qquad I_2\to\frac1{4d^3}.$$

Substitution gives the two rates of the theorem. Their quotient is

$$\frac{\tau_{tr}}{\tau_q}=\frac{\pi\hbar n_i}{2mk_Fd}\cdot\frac{8mk_F^3d^3}{\pi\hbar n_i}=4k_F^2d^2=(2k_Fd)^2.\qquad\blacksquare$$

**Remark 1 (meaning).** By Lemma 4, $\tau_q/\tau_{tr}$ is the mean of $1-\cos\theta$ over scattering events. A typical event transfers $q\sim1/(2d)$ and turns the electron through about $1/(2k_Fd)$. Since the direction performs a random walk, of order $(2k_Fd)^2$ events are needed to randomize it. The mobility $\mu=8ek_F^3d^3/(\pi\hbar n_i)$ does not contain the mass. At fixed $n_i$ it grows as $n^{3/2}$; if $n_i=n$ throughout, it grows as $n^{1/2}$.

**Remark 2 (first corrections).** Expand the two factors in $I_p$ as $1-2q/q_{TF}$ and $1+q^2/8k_F^2$. With the weight $q^pe^{-2qd}$ the means are

$$\langle q\rangle=\frac{p+1}{2d},\qquad\langle q^2\rangle=\frac{(p+1)(p+2)}{4d^2}.$$

Taking $p=2$ for transport and $p=0$ for the total rate,

$$\frac1{\tau_{tr}}\ \text{is multiplied by}\ 1-\frac3{q_{TF}d}+\frac3{8k_F^2d^2},\qquad
\frac1{\tau_q}\ \text{by}\ 1-\frac1{q_{TF}d}+\frac1{16k_F^2d^2},$$

where each small parameter is kept to its own first nonvanishing order. The screening correction is larger for transport because the factor $q^2$ favours larger transfers, at which $V$ is weaker than its limiting form. The coefficient 3 makes $q_{TF}d\gg1$ a demanding condition. These are corrections within the golden rule. Terms beyond the Born approximation are also of relative order $(k_Fd)^{-2}$, so the coefficients $3/8$ and $1/16$ are not the complete corrections of that order; for an attractive donor the additional term in the transport rate is negative and nearly cancels the $3/8$.

The theorem fails when the donors approach the electrons. The divergence of the formulas as $d\to0$ is not physical, because $k_Fd$ and $q_{TF}d$ are then small and the integrals of Lemma 4 stay finite when evaluated with the full $V(q)$. With $q_{TF}$ comparable to $k_F$, the phase shift from a single nearby donor is of order one radian, so the golden rule itself is then only a rough estimate. A real electron layer has a finite thickness, which moves the electrons farther from the donors and adds form factors to $V(q)$. For the parameters of the worked example below, a Fang–Howard wave function lies on average about 12 nm from the interface and lengthens the full $\tau_{tr}$ from 356 to about 450 ps. Correlated donor positions also change the result: the average in Lemma 4 acquires a structure factor inside both integrals.

## The same rates in real space

**Proposition.** For $k_Fd\gg1$ and $q_{TF}d\gg1$, classical small-angle deflection gives the transport rate of the theorem, and the eikonal approximation gives its total rate.

*Proof.* Inverting Lemma 1 gives $\int_0^\infty J_0(qr)e^{-qd}dq=(r^2+d^2)^{-1/2}$. Applying $-\partial_d$ produces a factor $q$ on the left and $d\,(r^2+d^2)^{-3/2}$ on the right. The limiting form $V(q)=-(\pi\hbar^2/m)e^{-qd}$ therefore corresponds to

$$V(r)=-\frac{\pi\hbar^2}{m}\,\frac1{2\pi}\int_0^\infty qJ_0(qr)e^{-qd}dq=-\frac{\hbar^2}{2m}\frac{d}{(r^2+d^2)^{3/2}} .$$

Using this form beyond $2k_F$ matters little, because $e^{-qd}$ is then below $e^{-2k_Fd}$.

An electron passing on a nearly straight line at impact parameter $b$ sees

$$\int_{-\infty}^{\infty}V\,dx=-\frac{\hbar^2}{m}\frac{d}{b^2+d^2}.$$

Its transverse momentum is $-v^{-1}\partial_b\int V\,dx$. Division by $\hbar k_F$, with $v=\hbar k_F/m$, gives the deflection

$$\theta(b)=-\frac{2bd}{k_F^2(b^2+d^2)^2},$$

where the minus sign means towards the donor. Donors are met at the rate $n_iv\,db$, and each costs $1-\cos\theta\approx\theta^2/2$ of the forward momentum:

$$\frac1{\tau_{tr}}=n_iv\int_{-\infty}^{\infty}\frac{\theta^2}2db=\frac{\hbar n_i}{m}\frac{2d^2}{k_F^3}\int_{-\infty}^{\infty}\frac{b^2\,db}{(b^2+d^2)^4}.$$

With $b=d\tan\varphi$ the last integral is $d^{-5}\int_{-\pi/2}^{\pi/2}\sin^2\varphi\cos^4\varphi\,d\varphi=\pi/(16d^5)$, and the result is $\pi\hbar n_i/(8mk_F^3d^3)$.

For the total rate, the wave behind the donor carries the phase

$$\chi(b)=-\frac1{\hbar v}\int V\,dx=\frac{d}{k_F(b^2+d^2)} .$$

The scattered wave is $e^{i\chi}-1$ times the incident one. For small $\chi$ the cross-section, a length in two dimensions, is

$$\int|e^{i\chi}-1|^2db\approx\int\chi^2db=\frac{d^2}{k_F^2}\frac{\pi}{2d^3}=\frac{\pi}{2k_F^2d}.$$

Multiplication by $n_iv$ gives $\pi\hbar n_i/(2mk_Fd)$. $\square$

The largest phase is $1/(k_Fd)$, so the condition for small angles also justifies the Born approximation for a single donor. The classical deflection $\theta(b)$ is of order $(k_Fd)^{-2}$, smaller than the angle $1/(2k_Fd)$ of Remark 1, so it is not the angle of an individual scattering event: for small $\chi$ the events are diffractive, and only a small fraction of the passing wave is scattered. The two transport rates agree because $\theta(b)=\chi'(b)/k_F$, and by Parseval's theorem $\int\chi'^2\,db$ equals the $q^2$-weighted integral of the squared transform of $\chi$, which is the small-angle form of the golden-rule transport integral. The numerical check follows Newtonian trajectories and evaluates the eikonal cross-section without expanding in $\chi$. At $k_Fd=20$ both agree with the asymptotic rates to about 0.1 percent or better.

## What the quantum lifetime measures

A weak single donor does not guarantee that a wave amplitude decays exponentially with $\tau_q$, because an electron can feel many donors at once. Define the quantum mean free path

$$l_q=v\tau_q=\frac{2k_F^2d}{\pi n_i}=4d\,\frac n{n_i}.$$

Let $\Phi$ be the random phase collected on a straight path of length $L$, measured from its mean. The correlation function of the summed donor potential follows from $n_i|V(q)|^2$. It is the integral used for $V(r)$ with $d$ replaced by $2d$:

$$C(x)=n_i\left(\frac{\pi\hbar^2}{m}\right)^2\frac1{2\pi}\,\frac{2d}{(x^2+4d^2)^{3/2}} .$$

Pairs of points at separation $x$ occur with weight $2(L-x)$. Writing $R=\sqrt{L^2+4d^2}$,

$$\int_0^L\frac{(L-x)\,dx}{(x^2+4d^2)^{3/2}}=\frac{L^2}{4d^2R}-\frac1{2d}+\frac1R=\frac{R-2d}{4d^2},$$

since $L^2+4d^2=R^2$. Therefore

$$\langle\Phi^2\rangle=\frac2{(\hbar v)^2}\int_0^L(L-x)C(x)\,dx=\frac{\pi n_i}{2k_F^2d}(R-2d)=\frac{L}{l_q}\,\frac{\sqrt{L^2+4d^2}-2d}{L}.$$

For a Gaussian phase the mean amplitude falls as $e^{-\langle\Phi^2\rangle/2}$. When $L\gg2d$ the variance tends to $(L-2d)/l_q$, so the amplitude tends to $e^{d/l_q}e^{-L/2l_q}$. Its square decays at the golden-rule rate, with a constant prefactor that approaches 1 only when $l_q\gg2d$; for $n_i=n$ the amplitude carries the factor $e^{1/4}=1.28$. The range $L\gg2d$ covers most of the decay if $l_q\gg2d$, that is, if $n_i\ll2n$. With $n_i=n$ the ratio $l_q/2d$ is only 2, so the condition is not well satisfied. The inverse of $\tau_q$ is still the total golden-rule rate, but $\tau_q$ is then only a rough guide to the decay of the amplitude. The transport rate describes diffusion of the direction of motion. It needs the direction to change little over the range $2d$, hence $l_{tr}=v\tau_{tr}\gg2d$, which is a much weaker demand.

## Worked example

Take the round parameters $n=n_i=3\times10^{11}\ \mathrm{cm^{-2}}$, $d=60$ nm, $m=0.07\,m_e$ and $\kappa=13$. Then $k_F=\sqrt{2\pi n}=1.373\times10^6\ \mathrm{cm^{-1}}$, so $k_Fd=8.238$. The screening wavenumber gives $q_{TF}d=12.21$.

The Fermi velocity is $2.271\times10^7$ cm/s, so $\hbar/m=v/k_F=16.54\ \mathrm{cm^2/s}$. The asymptotic transport rate is

$$\frac1{\tau_{tr}}=\frac{\pi\times16.54\times3\times10^{11}}{8\times8.238^3}\ \mathrm{s^{-1}}=3.49\times10^9\ \mathrm{s^{-1}},\qquad \tau_{tr}=287\ \mathrm{ps}.$$

The lifetime ratio is $(2\times8.238)^2=271$, hence $\tau_q=287/271=1.06$ ps. The mobility $e\tau_{tr}/m$ is $7.2\times10^6\ \mathrm{cm^2/(V\,s)}$. It counts remote donors alone; any further scattering that relaxes the momentum of the electron gas lowers it, while collisions that conserve the total electron momentum leave it unchanged in this model. It is not an upper bound for a real structure: finite screening raises it to $8.9\times10^6\ \mathrm{cm^2/(V\,s)}$ (see below), and a finite thickness of the electron layer raises it further. With one donor plane and $n_i=n$, the field $4\pi en/\kappa=4.2\times10^4$ V/cm drops 0.25 V across the spacer, so these parameters require a barrier higher than that.

The full integrals of Lemma 4, with finite $q_{TF}$ and exact angles, give $\tau_{tr}=356$ ps, $\tau_q=1.14$ ps and a ratio of 312. Relative to the asymptotic values, these are higher by 24, 8 and 15 percent. Finite screening is responsible: with $q_{TF}$ infinite, exact angles change the transport rate by 0.6 percent and the total rate by 0.1 percent. Effects this small are no larger than the error of the golden rule itself: exact partial-wave scattering from the same screened potential shifts $\tau_{tr}$ from 356 to 358 ps. The first correction to the transport rate, $-3/12.21=-0.25$, overshoots the actual change of $-0.19$. The next term of the screening expansion, $3\langle q^2\rangle/q_{TF}^2=9/(q_{TF}d)^2=0.06$, has the right sign and slightly exceeds the gap of $0.052$ between $-0.246$ and $-0.194$. The third-order term, $-4\langle q^3\rangle/q_{TF}^3=-30/(q_{TF}d)^3=-0.016$, pulls the sum back to $-0.202$. Screening alone, kept to all orders, gives $-0.198$, and the exact angles supply the remaining $+0.004$.

Finally, $l_q=4d=240$ nm. At $L=l_q$ the phase variance is 0.62 instead of the value 1 that pure exponential decay would require, so here $\tau_q$ is only a rough decay time for the amplitude. The transport mean free path, $271\times240$ nm or about 65 micrometres, exceeds the correlation range $2d=120$ nm by a factor of more than 500, and the diffusive picture of the direction is well satisfied.

## Table of computed values

```
electron density n            = 3.00e+11 cm^-2
donor density n_i             = 3.00e+11 cm^-2
spacer d                      = 60.0 nm
effective mass m/m_e          = 0.070
dielectric constant kappa     = 13.0
Fermi wavenumber k_F          = 1.3729e+06 cm^-1
screening wavenumber q_TF     = 2.0351e+06 cm^-1
k_F d                         = 8.238
q_TF d                        = 12.211
largest eikonal phase 1/(k_Fd)= 0.1214 rad
typical angle 1/(2 k_F d)     = 0.0607 rad
Fermi velocity                = 2.2706e+07 cm/s
Asymptotic formulas:
1/tau_tr                      = 3.4855e+09 s^-1
tau_tr                        = 286.90 ps
1/tau_q                       = 9.4608e+11 s^-1
tau_q                         = 1.0570 ps
tau_tr/tau_q                  = 271.43
mobility                      = 7.2087e+06 cm^2/(V s)
quantum mean free path l_q    = 240.0 nm
transport mean free path l_tr = 65.14 micrometre
l_q/d                         = 4.000
phase-variance factor, L=l_q  = 0.6180
Full golden-rule integrals (finite q_TF, exact angles):
tau_tr                        = 355.99 ps
tau_q                         = 1.1396 ps
tau_tr/tau_q                  = 312.39
mobility                      = 8.9446e+06 cm^2/(V s)
full/asymptotic tau_tr        = 1.2408
full/asymptotic tau_q         = 1.0781
Exact angles only (q_TF infinite), rate/asymptotic rate:
transport                     = 1.00565
quantum                       = 1.00093
Independent checks at k_F d = 20, rate/asymptotic rate:
Newtonian transport rate      = 0.99896
eikonal total rate            = 0.99987
```
